# Fourier Fixed-Point Elasticity in Ferroelectrics and the Cost of Stiffness Contrast

A polarization-field simulation needs the elastic stress again whenever the polarization changes. If the material contains soft or stiff inclusions, two settings strongly affect how many iterations that solve takes and whether its answer can be trusted: the stiffness of the uniform reference medium, and the residual at which the iteration stops. The best settings depend on the stiffness contrast and also on where the domain walls lie.

## Four cells by hand

Take a periodic bar of four equal cells. Cells 1 and 2 have stiffness $1$, cells 3 and 4 have stiffness $r<1$. Each cell has a strain $\varepsilon_i$ and a stress-free strain $\varepsilon^0_i$, which in a ferroelectric comes from the polarization. The stress is $\sigma_i=c_i(\varepsilon_i-\varepsilon^0_i)$. The mean strain is held at zero, and equilibrium requires the same stress in every cell.

Choose a uniform reference stiffness $c_0$ and remove the non-uniform part of the stress step by step:

$$\varepsilon_i\leftarrow\varepsilon_i-\frac{\sigma_i-\bar\sigma}{c_0},\qquad \bar\sigma=\tfrac14\sum_i\sigma_i .$$

The correction has zero mean, so the mean strain is preserved, and it vanishes when the stress is uniform. Subtracting the solution from both sides cancels $\varepsilon^0$. The error $e$ therefore obeys

$$e\leftarrow e-Ae,\qquad (Ae)_i=\frac{c_ie_i-\overline{ce}}{c_0}.$$

Zero-mean errors of four cells form a three-dimensional space, and three modes span it.

- $(1,-1,0,0)$: here $ce=(1,-1,0,0)$ has zero mean, so $\lambda=1/c_0$.
- $(0,0,1,-1)$: here $ce=(0,0,r,-r)$ has zero mean, so $\lambda=r/c_0$.
- $(1,1,-1,-1)$: here $ce=(1,1,-r,-r)$ has mean $(1-r)/2$. Subtracting it leaves $\frac{1+r}{2}(1,1,-1,-1)$, so $\lambda=(1+r)/(2c_0)$.

Each step multiplies a mode by $1-\lambda$. The first two modes are confined to one material; the third joins both.

Now start from zero strain.

**Stress-free strain varying in the stiff cells**, $\varepsilon^0=(a,-a,0,0)$. The solution is $\varepsilon=\varepsilon^0$, with zero stress. The initial stress is $(-a,a,0,0)$, and with $c_0=1$ the first step gives $(a,-a,0,0)$, the solution, for any $r$. With the midpoint reference $c_0=(1+r)/2$, the error is instead multiplied at each step by

$$1-\frac{2}{1+r}=-\frac{1-r}{1+r},$$

which has magnitude close to one when $r$ is small.

**Stress-free strain varying in the soft cells**, $\varepsilon^0=(0,0,a,-a)$. The initial stress is $(0,0,-ra,ra)$. With $c_0=1$ the first step moves the strain only to $(0,0,ra,-ra)$, and after $n$ steps the error amplitude is $a(1-r)^n$. The first correction has size $ra$ although the error has size $a$: a small correction does not prove a small error.

## The method in general

Strains are small, the cell is periodic, and the mean strain $E$ is prescribed. The fields depend on $x$ and $y$, while $\varepsilon_{33}$ is uniform and fixed. In-plane tensors are written as vectors $(\varepsilon_{11},\varepsilon_{22},\sqrt2\,\varepsilon_{12})$, so that the ordinary scalar product of stress and strain gives the work correctly.

At a nonzero wavevector a displacement $\tilde u$ produces the strain $\tilde\varepsilon=B\tilde u$, with

$$B=\begin{pmatrix}D_1&0\\0&D_2\\D_2/\sqrt2&D_1/\sqrt2\end{pmatrix}.$$

Trigonometric collocation takes $D_j=i\xi_j$, where $\xi_j$ is the phase per grid cell. The main scheme here computes the strain of a cell from the displacements of its four corners:

$$D_1=\tfrac12(e^{i\xi_1}-1)(e^{i\xi_2}+1),\qquad D_2=\tfrac12(e^{i\xi_1}+1)(e^{i\xi_2}-1).$$

The grid has an odd number of cells per edge, so $\xi_j=\pi$ does not occur, and $D_1$ and $D_2$ vanish together only at zero wavevector.

Equilibrium reads $B^\dagger\tilde\sigma=0$. For a uniform, positive definite reference $C_0$ define

$$\Gamma_0=B\,(B^\dagger C_0B)^{-1}B^\dagger,\qquad \Gamma_0=0\ \text{at zero wavevector}.$$

If $\Gamma_0\tilde\sigma=0$, then $\tilde\sigma^\dagger\Gamma_0\tilde\sigma=0$. This is a positive definite form in $B^\dagger\tilde\sigma$, so $B^\dagger\tilde\sigma=0$. Hence $\Gamma_0\sigma=0$ is equivalent to equilibrium, and the iteration is

$$\varepsilon_{n+1}=\varepsilon_n-\Gamma_0\sigma(\varepsilon_n),\qquad \sigma(\varepsilon)=C(x)(\varepsilon-\varepsilon^0),\qquad \varepsilon_0=E .$$

The product with $C(x)$ is taken cell by cell and the product with $\Gamma_0$ wavevector by wavevector, with fast Fourier transforms between them. Every correction has the form $Bu$, so the strain remains compatible with mean $E$. (In the plane problem $\sigma$ also contains the uniform-$\varepsilon_{33}$ term $C_{12}(\varepsilon_{33}-\varepsilon^0_{33})$ in its two normal components. It does not depend on the unknown.)

## The convergence bound

Let $\varepsilon^*$ be the solution and $e_n=\varepsilon_n-\varepsilon^*$. Since $\Gamma_0\sigma(\varepsilon^*)=0$,

$$\Gamma_0\sigma(\varepsilon_n)=\Gamma_0Ce_n,\qquad e_{n+1}=(1-A)e_n,\qquad A=\Gamma_0C .$$

Write $\langle a,b\rangle$ for the cell average of $a\cdot b$ and measure errors by $\|e\|^2=\langle e,C_0e\rangle$. For a compatible zero-mean field $a=Bu$,

$$\Gamma_0C_0a=B(B^\dagger C_0B)^{-1}(B^\dagger C_0B)u=a .$$

Because $\Gamma_0$ is self-adjoint, it follows for two such fields that

$$\langle a,C_0Ab\rangle=\langle\Gamma_0C_0a,Cb\rangle=\langle a,Cb\rangle .$$

The right side is symmetric in $a$ and $b$. So $A$ is self-adjoint in the $C_0$ product, and its eigenvalues lie within the range of $\langle e,Ce\rangle/\langle e,C_0e\rangle$. If $\lambda_-C_0\le C(x)\le\lambda_+C_0$ at every point, then

$$\|e_{n+1}\|\le\rho\|e_n\|,\qquad \rho=\max(|1-\lambda_-|,|1-\lambda_+|).$$

This guarantees convergence if $0<\lambda_-$ and $\lambda_+<2$. Scaling $C_0$ scales both limits, and $\rho$ is smallest when $1-\lambda_-=\lambda_+-1$. With $K=\lambda_+/\lambda_-$ this gives $\lambda_-=2/(K+1)$ and

$$\rho=\frac{K-1}{K+1}.$$

To reduce the error by a factor $\delta$, $n=\ln\delta/\ln\rho$ steps suffice. For large $K$, $\ln\rho\approx-2/K$, so $n\approx\frac K2\ln(1/\delta)$. This is the linear deterioration with contrast. It is an upper bound, and the four cells have shown that it need not be reached.

The correction $R_n=\Gamma_0\sigma(\varepsilon_n)=Ae_n$ is the available residual. Since $A$ has no eigenvalue below $\lambda_-$,

$$\|e_n\|\le\|R_n\|/\lambda_- .$$

## Which modes are excited

Let the matrix have stiffness $C_f$, the inclusion $rC_f$, and the reference $\alpha C_f$. With $\chi_m$ equal to one in the matrix and zero in the inclusion,

$$C=rC_f+(1-r)\chi_mC_f .$$

Let $\Gamma_f$ belong to the reference $C_f$, so that $\Gamma_0=\Gamma_f/\alpha$. On compatible zero-mean fields $\Gamma_fC_f$ is the identity, hence

$$A=\frac1\alpha\left[r+(1-r)N\right],\qquad N=\Gamma_f\chi_mC_f .$$

The modes $v$ of $N$ do not depend on $r$. Their eigenvalue is

$$\nu=\frac{\langle v,\chi_mC_fv\rangle}{\langle v,C_fv\rangle},$$

the share of the mode's energy, measured with $C_f$ everywhere, that lies in the matrix. Thus

$$\lambda=\frac{r+(1-r)\nu}{\alpha},\qquad 0\le\nu\le1 .$$

A mode with $\nu=0$ has no strain in the matrix, and one with $\nu=1$ has none in the inclusion. The others are interface modes. In the four-cell bar the three values are $1$, $0$ and $\tfrac12$.

How strongly is a mode excited? Project the first residual on it:

$$\langle v,C_0R_0\rangle=\langle\Gamma_0C_0v,\sigma(E)\rangle=\langle v,\sigma(E)\rangle .$$

If $v$ is confined to one phase, its mean over that phase is zero. If the stress-free strain is uniform there, $\sigma(E)$ is uniform there as well, and the product vanishes. A confined mode is excited only by a stress-free strain that varies within its own phase.

Four consequences follow.

1. **Soft nonpolar inclusion, matrix reference ($\alpha=1$).** The factors are $1-\lambda=(1-r)(1-\nu)$. Modes with $\nu=1$ vanish in one step and modes with $\nu=0$ are absent. With $\nu_1$ the smallest interface share, the factor is at most $(1-r)(1-\nu_1)$, which stays below one as $r\to0$.
2. **The same inclusion, midpoint reference ($\alpha=(1+r)/2$).** Domain walls in the matrix excite $\nu=1$, with the slow factor $-(1-r)/(1+r)$.
3. **Soft polar inclusion crossed by walls, $\alpha=1$.** Modes with $\nu=0$ are excited, with factor $1-r$.
4. **Stiff nonpolar inclusion ($r=K$), midpoint reference.** Walls in the matrix excite $\lambda=1/\alpha=2/(K+1)$, again slow.

The share $\nu_1$ can be computed without iterating. Let $K_m$ and $K_i$ be the displacement stiffness matrices of the two regions, both built with $C_f$. The modes satisfy $K_mu=\nu(K_m+K_i)u$. At nodes inside the matrix $K_i$ does not act, so for $0<\nu<1$ the equation reduces to $K_mu=0$; inside the inclusion it reduces to $K_iu=0$. Eliminating these nodes leaves boundary stiffnesses $S_m$ and $S_i$ acting on the interface displacements $x$:

$$S_mx=\nu(S_m+S_i)x .$$

## A twinned ferroelectric with an inclusion

The stress-free strain is electrostrictive:

$$\varepsilon^0_{11}=Q_{11}P_1^2+Q_{12}P_2^2,\quad \varepsilon^0_{33}=Q_{12}(P_1^2+P_2^2),\quad \varepsilon^0_{12}=\tfrac12Q_{44}P_1P_2,$$

and $\varepsilon^0_{22}$ follows by exchanging 1 and 2. The matrix has $C_{11},C_{12},C_{44}=180,100,110$ GPa, $Q_{11},Q_{12},Q_{44}=0.11,-0.045,0.06\ \mathrm{m^4/C^2}$ and $P_0=26\ \mathrm{\mu C/cm^2}$.

The cell edge is $L=63$ nm, divided into $63\times63$ cells. It contains 90-degree twins,

$$P=\frac{P_0}{2}(1+g,\,1-g),\qquad g=\tanh\left[\frac{L}{2\pi\sqrt2\,w}\sin\frac{2\pi(x+y)}{L}\right],$$

with $w=2$ nm. The component of $P$ normal to the walls is $P_0/\sqrt2$ everywhere, so the walls carry no charge. A cylinder of radius 15.75 nm at the centre is the inclusion. The mean strain is that of equal twin fractions:

$$E_{11}=E_{22}=\tfrac12(0.11-0.045)(0.26)^2=0.22\%,\qquad \varepsilon_{33}=-0.045\,(0.26)^2=-0.30\% .$$

Iteration stops when $\|R_n\|\le10^{-6}\|R_0\|$. Columns A to D are the cases above: A soft nonpolar with midpoint reference, B the same with matrix reference, C soft polar with matrix reference, D stiff nonpolar with midpoint reference. F repeats B with collocation. Geometry, twins and stopping rule are held fixed.

| K | A | B | C | D | F |
|---|---|---|---|---|---|
| 3 | 20 | 18 | 28 | 20 | 18 |
| 10 | 69 | 48 | 96 | 65 | 53 |
| 30 | 206 | 104 | 265 | 181 | 141 |
| 100 | 686 | 177 | 774 | 543 | 429 |

At $K=100$ the last residual ratio is 0.9802 in A and D, equal to $99/101$, and 0.9900 in C, equal to $1-r$. The excited confined modes do set these rates. D needs fewer steps than A at the same final rate. The reason is that $R_0=Ae_0$ weights the slow mode by $\lambda=2/(K+1)$ in D but by $2K/(K+1)$ in A, so in D the slow part starts with a smaller share of the residual. The slow part of the error itself shrinks at the same rate in both cases, so the lower count in D does not mean that the error falls faster.

Case B has the poorer worst-case bound, 0.99 against 0.9802 for A, yet it reaches the stopping residual in about a quarter of the steps. Its slow modes have small $\lambda$, so its error lags behind its residual: to reduce the error itself by $10^6$, B takes 273 steps and A 679, a ratio of 0.4. On this grid $\nu_1=0.0238$, and the predicted factor at $K=100$ is

$$0.99\times(1-0.0238)=0.966,$$

as observed. The count levels off only when $r$ is well below $\nu_1$, that is, for contrasts well above $1/0.0238\approx42$. It reaches 242 at $K=1000$ and 252 for an empty pore. For the pore, $C$ is no longer positive definite and the strain inside is not unique, but the undetermined modes are those with $\nu=0$, which are not excited. The bound is then $\ln10^{-6}/\ln(1-0.0238)=574$ steps. The value of $\nu_1$ belongs to this shape, anisotropy and discretization; grids of 21, 41 and 63 cells give 0.033, 0.024 and 0.024, but the value does not settle steadily: odd grids from 21 to 111 cells give values between 0.018 and 0.036. The crossover contrasts quoted for this grid therefore shift with the grid, roughly between 28 and 56.

Collocation loses this protection. In the corner scheme, moving one node inside the inclusion strains four cells and no others, so confined modes exist on the grid. On the 21-cell grid there are 136 of them, two for each interior node, and at $K=100$ their part of the initial error is zero to rounding. With collocation on that grid, modes with $\nu<\nu_1/2$ carry 3.8% of the initial error norm. They converge slowly: at $K=1000$ on the 63-cell grid, 2000 steps reduce the residual only to $5\times10^{-6}$ of its initial value.

## Settings that follow

For a soft inclusion with uniform stress-free strain, stiffness proportional to that of the matrix, and the corner scheme, the matrix reference reaches the stopping residual used here in fewer steps at all four contrasts in the table. Its final rate is better only if $(1-r)(1-\nu_1)<(1-r)/(1+r)$, that is, $K>1/\nu_1-1\approx41$ here. Below that contrast the midpoint has the faster final rate (0.818 against $0.9\times(1-0.0238)=0.878$ per step at $K=10$), so a tighter tolerance can reverse the order at low contrast: at $K=10$ a residual reduction of $10^{-11}$ takes 126 steps with the midpoint and 135 with the matrix reference. Neither choice has the best final rate. The excited modes of $r+(1-r)N$ lie between $\lambda_1=r+(1-r)\nu_1$ and $1$, and centring the reference on this range, $\alpha=(1+\lambda_1)/2$, gives the factor $(1-\lambda_1)/(1+\lambda_1)$. At $K=100$ this is 0.935, and the error falls by $10^6$ in 203 steps instead of 273, although the stopping residual takes 205 steps instead of 177. If walls cross the soft inclusion, the worst-case bounds favour the midpoint, by about a factor of two in steps at large $K$; at $K=100$ the midpoint takes 679 steps instead of about 1215 to reduce the error by $10^6$, although the count to the stopping residual falls only from 774 to 686.

The reference must not be too soft. With $\alpha=0.45$ the matrix modes have $\lambda=1/0.45=2.22$, and the residual grows by the factor 1.22 per step, as the computation confirms.

The stopping residual should be chosen with $\lambda_-$ in mind. In case C at $K=100$, $\lambda_-=r=0.01$, and the final error norm is 100 times the residual norm. Although the residual has fallen by $10^6$, the strain error is $8\times10^{-5}$ of the norm of the strain fluctuation.

If the inclusion is not proportional to the matrix, the ratio of the $C_{11}$ values can mislead. An isotropic inclusion with $6,3.4,1.3$ GPa has $C_{11}$ thirty times below the matrix. The eigenvalues of its stiffness relative to $C_f$ are

$$\frac{6+3.4}{280}=0.034,\qquad\frac{6-3.4}{80}=0.033,\qquad\frac{1.3}{110}=0.012 .$$

The last one governs the bound, and the contrast to insert is $K=1/0.0118\approx85$.

## The field acting on the polarization

The elastic energy density is $f=\frac12(\varepsilon-\varepsilon^0):C:(\varepsilon-\varepsilon^0)$. When $P$ changes, the strain relaxes too, but at equilibrium the energy is stationary with respect to strain at fixed mean. To first order only the explicit dependence on $P$ remains:

$$E_{el,k}=-\frac{\partial f}{\partial P_k}=\sigma:\frac{\partial\varepsilon^0}{\partial P_k}.$$

The shear stress enters twice, as $\sigma_{12}$ and $\sigma_{21}$, which cancels the factor $\frac12$ in $\varepsilon^0_{12}$:

$$E_{el,1}=2P_1\left[Q_{11}\sigma_{11}+Q_{12}(\sigma_{22}+\sigma_{33})\right]+Q_{44}P_2\sigma_{12}.$$

Differencing the relaxed energy for a changed $P_1$ in one cell of the 21-cell grid reproduces $E_{el,1}$ there to $10^{-6}$ of the largest field value on the grid. For case B at $K=30$, the field in the matrix is 0.015 MV/cm rms and 0.044 MV/cm at its peak. The rms value is stable under grid refinement, but the peak scatters between 0.042 and 0.045 MV/cm on grids of 51 to 127 cells. The isotropic inclusion changes the peak by 4%, no more than this scatter. Much of this field comes from the walls themselves: the same twins without an inclusion give 0.014 MV/cm rms and 0.032 MV/cm at the peak in the same cells.

The parameters are rough values in the regime of room-temperature barium titanate with a polymer-like inclusion. The assumption most open to failure is that free charge screens the polarization ending at the inclusion. Without screening, a circular hole of permittivity 4 in a medium of effective permittivity $\sqrt{60\times2000}\approx346$ would carry roughly

$$\frac{P_0/\sqrt2}{\epsilon_0(4+346)}\approx0.6\ \mathrm{MV/cm},$$

of the order of ten times the elastic peak, and the domain pattern could not be treated as given. With screening, the neglected linear response of $P$ inside the domains is small, about 0.1% of $P_0$ along the polarization and 1% across it (rms, with the same rough permittivities taken as susceptibilities). A 50 K temperature change with a rough expansion mismatch of $5\times10^{-5}$ per kelvin adds at most about 32 MPa in the inclusion and a similar stress in the matrix, where the peak tension is about 260 MPa. That peak lies in the domain walls and is set by their prescribed profile: it is nearly the same without an inclusion, while inside the domains ($|g|>0.9$) the tension reaches 63 MPa on this grid and about 70 MPa on grids of 111 and 127 cells. It exceeds the rough 100 MPa at which bulk ceramics break in tension, but a strength measured on bulk samples does not apply directly to walls a few nanometres wide, and the model contains no fracture. The largest in-plane normal strain is 0.9%. The shear strain $\varepsilon_{12}$ and the rotation are smaller, at most about 0.4% and 0.6%, so finite-strain corrections are of relative order one percent. Since $P$ is frozen, these are the stresses of a prescribed pattern; a relaxed domain state requires the polarization to be updated with $E_{el}$ and the electrostatic field together.

The numerical output below lists the remaining rates and field values.

## Values computed for the example and the checks

```
Matrix C11, C12, C44: (180.0, 100.0, 110.0) GPa
Q11, Q12, Q44: 0.11, -0.045, 0.06 m4/C2
Polarization P0: 26 uC/cm2
Cell 63 nm, wall half-width 2 nm, grid 63 x 63
Inclusion radius 15.75 nm, area share 0.1958
Mean strain E11 = E22: 0.2197 %, E33: -0.3042 %
Laminate relative error: 9.2e-13
21-grid: inclusion-confined modes 136 of 880
Smallest interface share nu1, grids 21, 41, 63: 0.0327, 0.0237, 0.0238
21-grid: confined share of initial error 1.2e-15
21-grid: collocation error share below nu1/2: 3.8e-02
21-grid: modal prediction error of residuals 9.8e-15
Growth factor per step at alpha = 0.45: 1.2222
Driving field vs energy difference, rel. error: 9.0e-07
Residual reduction demanded: 1e-06
A soft nonpolar, midpoint C0; B same, matrix C0
C soft polar, matrix C0; D stiff nonpolar, midpoint C0
F as B but trigonometric collocation
Iterations:   K     A     B     C     D     F
              3    20    18    28    20    18
             10    69    48    96    65    53
             30   206   104   265   181   141
            100   686   177   774   543   429
B at K = 1000: 242, pore: 252
Bound on B for a pore from nu1: 574 iterations
F at K = 1000 (cap 2000): 2000 iterations, reduction 5.4e-06
Last residual ratio:  K  A  B  C  D  F
     3 0.5000 0.6059 0.6666 0.5000 0.6240
    10 0.8182 0.8665 0.9000 0.8182 0.8849
    30 0.9355 0.9427 0.9667 0.9355 0.9626
   100 0.9802 0.9664 0.9900 0.9802 0.9890
nu inferred from B at K = 30, 100: 0.0248, 0.0239
Case C, K = 100: error norm / residual norm 100.00
Case C, K = 100: relative strain error 8.41e-05
Case B, K = 30: relative strain error 1.51e-05
K = 30 elastic energy density: 0.0393 MJ/m3
  same by collocation: 0.0393 MJ/m3
K = 30 peak in-plane tension in matrix: 256.8 MPa
K = 30 driving field rms: 0.0149 MV/cm
K = 30 driving field peak: 0.0441 MV/cm
  95-grid rms, peak: 0.0149, 0.0435 MV/cm
Isotropic inclusion C11, C12, C44: (6.0, 3.4, 1.3) GPa
  pencil eigenvalues: 0.0118, 0.0325, 0.0336
  governing contrast: 84.6
  driving field rms, peak: 0.0149, 0.0424 MV/cm
Rough susceptibility along, across P: 60, 2000
Neglected P shift along P, rms in domains: 0.14 % of P0
Linear estimate across P, rms in domains: 1.2 % of P0
Rough inclusion permittivity: 4
Inclusion field if unscreened, rough: 0.593 MV/cm
Rough expansion mismatch 5e-05 1/K, change 50 K
Clamped thermal stress in inclusion: 31.7 MPa
Largest strain component: 0.886 %
```
